# Symmetry numbers and ligand counting in a metal halide surface reaction

**The argument under review.** The authors model the first half-cycle of an atomic layer deposition process, in which a tetrahedral chloride reacts with a surface hydroxyl group:

$$\mathrm{MCl_4(gas)+HO\text{-}surface\;\to\;Cl_3M\text{-}O\text{-}surface+HCl}.$$

They use transition-state theory. The rotational partition function of the gas molecule is divided by its symmetry number, $\sigma_{\rm gas}=12$. The saddle is held rigidly by the surface and gets $\sigma_\ddagger=1$. The rate therefore contains the ratio $\sigma_{\rm gas}/\sigma_\ddagger=12$. The authors then write: "Since any of the four chlorine ligands may leave, we multiply the result by four."

That any of the four may leave is true. The question is whether this fact is still missing from the rate once the ratio is in place. It can be settled by starting from an expression that contains no symmetry number at all.

**The rate from its definition.** I take a rigid molecule of mass $m$ and one fixed site, and neglect recrossing of the dividing surface. Internal vibrations are taken to be the same in the gas and at the saddle. The dividing surface is a plane at fixed height of the molecular centre. On it the energy relative to the gas is

$$U=E+\tfrac12K(x^2+y^2)+V(\Omega)-V_0 .$$

Here $K$ is a lateral stiffness, $\Omega$ the orientation, $V_0$ the minimum of $V$, and $E$ the energy of the saddle in its best orientation.

Give the ligands labels for the moment. The gas has number density $p/kT$ and uniform orientation, so its density per unit volume of orientation space is $(p/kT)/8\pi^2$. The mean one-way velocity is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv=\sqrt{\frac{kT}{2\pi m}} .$$

Its product with $p/kT$ is the collision flux $p/\sqrt{2\pi mkT}$. The two lateral Gaussian integrals give $2\pi kT/K$. The rate per site is therefore

$$W=\frac{p}{\sqrt{2\pi mkT}}\;\frac{2\pi kT}{K}\;P\,e^{-E/kT},\qquad P=\frac1{8\pi^2}\int d\Omega\;e^{-[V(\Omega)-V_0]/kT}. \tag{1}$$

Removing the labels changes nothing. Indistinguishability divides the phase-space integral by $4!$ both in the gas and at the saddle, and the factor cancels. Equation (1) already contains every orientation, whichever ligand points at the proton. No factor of four can be added to it.

**Where the twelve comes from.** Let $\mathbf n_i$ be the four bond directions in the molecule, and let the rotation $R$ carry them to $R\mathbf n_i$. As a model of the site I use

$$V(R)=-\sum_{i=1}^4\left[A\,e^{\kappa(\mathbf a\cdot R\mathbf n_i-1)}+B\,e^{\kappa(\mathbf b\cdot R\mathbf n_i-1)}\right]. \tag{2}$$

The direction $\mathbf a$ points to the proton that takes the leaving ligand. The direction $\mathbf b$, at the tetrahedral angle to $\mathbf a$, is where the site prefers a second ligand. The minimum has one ligand on each direction.

Let $S$ be a proper rotation that carries the tetrahedron into itself. It only reorders the $\mathbf n_i$, so $V(RS)=V(R)$. If $R_0$ is a minimum, so is every $R_0S$. These minima are all different, because $R_0S=R_0S'$ implies $S=S'$. There are twelve such $S$, hence twelve wells. They can be named directly: four choices for the ligand on $\mathbf a$, times three for the ligand on $\mathbf b$.

Near one well, write the orientation as a small rotation vector $\boldsymbol\theta$ away from $R_0$. Then $V\approx V_0+\tfrac12\boldsymbol\theta^{T}H\boldsymbol\theta$ and $d\Omega\approx d^3\theta$. Each eigenvalue $\lambda$ of $H$ contributes $\sqrt{2\pi kT/\lambda}$, so the share of one well is

$$P_1=\frac{(2\pi kT)^{3/2}}{8\pi^2\sqrt{\det H}},\qquad P\to12\,P_1\quad(kT\to0). \tag{3}$$

**The authors' formula before the multiplication.** Their expression is

$$W=\frac{p}{kT}\,\frac{kT}{h}\,\frac{q_{\rm lat}^2\,q_{\rm lib}}{q_{\rm tr}\,(q_{\rm rot}/12)}\,e^{-E/kT}.$$

Here $q_{\rm tr}=(2\pi mkT/h^2)^{3/2}$ is per unit volume. In the classical limit $q_{\rm lat}=kT/\hbar\omega$ with $\omega^2=K/m$, so $q_{\rm lat}^2=4\pi^2m(kT)^2/(h^2K)$. The translational part is then

$$\frac ph\,\frac{4\pi^2m(kT)^2}{h^2K}\,\frac{h^3}{(2\pi mkT)^{3/2}}
=\frac{p\,(2\pi kT)(2\pi mkT)}{K(2\pi mkT)^{3/2}}
=\frac{p}{\sqrt{2\pi mkT}}\,\frac{2\pi kT}{K},$$

as in (1). For the rotational part, let $I$ be the moment of inertia. The three librations have $\omega_j^2=\lambda_j/I$, so

$$q_{\rm lib}=\frac{(2\pi kT)^3I^{3/2}}{h^3\sqrt{\det H}},\qquad q_{\rm rot}=\frac{8\pi^2(2\pi IkT)^{3/2}}{h^3},$$

$$\frac{q_{\rm lib}}{q_{\rm rot}/12}=12\,\frac{(2\pi kT)^{3/2}}{8\pi^2\sqrt{\det H}}=12P_1 .$$

This is (3). The authors' $q_{\rm lib}$ describes one well, and the ratio of symmetry numbers supplies the other eleven. Their formula was complete, within the harmonic approximation, before they multiplied it by four. The factor 48 counts every well four times.

The twelve also has a quantum origin. If the ligands were identical spinless particles, only rotational states unchanged by all twelve rotations would be allowed. For angular momentum $J$ their number per spatial projection is $\frac1{12}\sum_S\chi_J(S)$, where $\chi_J$ is the character. The identity contributes $(2J+1)/12$; the other terms oscillate with $J$ and nearly cancel in a thermal sum over many levels. For the molecule used below, at 573 K, an explicit sum gives $q_{\rm rot}$ divided by the allowed sum as 11.9997. Chlorine nuclei do have spin, but in this limit the spin multiplicity multiplies gas and saddle alike.

**The count without assuming it.** I evaluated $P$ numerically for (2), with $A=0.6$ eV, $B=0.3$ eV and $\kappa=4$. The quadrature covers all three Euler angles. I divided by $P_1$ at one eighth and one sixteenth of the thermal energy at 573 K, and extrapolated linearly to zero. The result is 11.995. No symmetry number enters this calculation.

**When four is the right number.** Suppose the site does not care how the three remaining ligands are turned, so that $B=0$. The minimum is then a closed channel: one ligand stays on $\mathbf a$ while the molecule turns through a full circle about it. With tilt stiffness $\lambda$, one channel contributes

$$P_{\rm ch}=\frac1{8\pi^2}\,\frac{2\pi kT}{\lambda}\,2\pi .$$

There are four channels, one per ligand. In symmetry-number language, three of the twelve rotations merely slide the molecule along its own channel. Thus $\sigma_\ddagger=3$ and the ratio is $12/3=4$. The same numerical procedure gives 3.999. Here the ratio equals the number of ligands, and a further factor of four would give 16.

The authors could also discard symmetry numbers and count by hand. For the rigid saddle they must then count $4\times3$; "four ligands" alone would be too small by a factor of three. Either method works if it is used by itself.

The relation holds whenever proper rotations can carry any ligand into any other; ligands related only by a mirror plane or an improper axis are not covered. Sort the proper rotations of $\mathrm{MX}_n$ by the place to which they send ligand 1. There are $n$ places, and each is reached by the same number $s$ of rotations, namely one such rotation preceded by any of the $s$ that leave ligand 1 fixed. Hence $\sigma_{\rm gas}=ns$. This gives $6=3\times2$ for a planar trigonal halide, $12=4\times3$ for a tetrahedral one and $24=6\times4$ for an octahedral one. The extra multiplication is wrong by $n$ in each case.

**Mark one ligand.** A marker that changes neither forces nor masses cannot change the total rate. It does lower the symmetry number of the gas molecule from 12 to 3. If the marked ligand leaves from a rigid saddle, there is one kind of saddle, with ratio $3/1=3$. If an unmarked ligand leaves, the marked one can occupy any of three different spectator positions. These are three distinct saddles, each with ratio 3, and they contribute 9. The sum is 12. Splitting the numerical integral by which ligand lies closest to $\mathbf a$ gives 2.999 and 8.996.

This shows when summing over paths is legitimate: distinct saddles are added, each with its own ratio. For the unmarked molecule the four departures are copies of a single saddle, and the ratio has already added them.

**Two further cases.** A factor of two can be missing from the ratio when the saddle has a distinct mirror image. Reflecting the site and the molecule together never changes the energy. If the site has a mirror plane, this reflection returns the same site, so the reflected molecule sits in a well of equal depth there. If the reflected well is not one of the twelve $R_0S$, it starts a second set of twelve. I replaced $\mathbf b$ by two directions turned by $\pm30^\circ$ about $\mathbf a$, each with depth 0.3 eV and $\kappa=10$. The count is then 23.982, that is, $12\times2$. For a gas molecule that is not itself chiral, and a site without a rotation axis of its own, the path factor is thus $\sigma_{\rm gas}/\sigma_\ddagger$ times the number of mirror forms of the saddle available at the same site. A site with a rotation axis can offer further distinct saddles, even when the saddle is not chiral. Each of them adds its own set of wells.

The reference state matters too. If the rate starts from an adsorbed molecule already locked in orientation, that molecule also has twelve copies. With depths of 0.3 and 0.2 eV in (2) the numerical count for it is 11.986, and the ratio of saddle to adsorbed copies is 1.001. The path factor is then 1, because each adsorbed orientation leads to one saddle orientation. If it led to two mirror-image saddles of equal energy, the factor would be 2. The gas value of 12 must not be carried over to such a rate constant.

**What the error does to a pulse.** Take $\mathrm{TiCl_4}$ at $T=573$ K ($kT=0.04938$ eV) and $p=0.1$ Torr, with round parameters: bond length 0.22 nm, $E=0.05$ eV, $K=5$ N/m, and the site (2) as above. Finite differences give the eigenvalues of $H$ as 0.946, 2.544 and 3.490 eV/rad². Equation (3) yields

$$P_1=\frac{(2\pi\times0.04938)^{3/2}}{8\pi^2\sqrt{0.946\times2.544\times3.490}}=7.55\times10^{-4},$$

so $12P_1=0.00906$. The full integral is $P=0.01128$, larger by 1.245 because the wells are not harmonic at this temperature. The flux is $1.066\times10^5$ nm⁻² s⁻¹, the lateral area $2\pi kT/K$ is 0.00994 nm², and the Boltzmann factor is 0.3633. Then

$$W=1.066\times10^5\times0.00994\times0.01128\times0.3633\approx4.34\ \mathrm{s^{-1}}.$$

The standard formula, with quantum oscillators and the sum over allowed rotational levels, gives 3.48 s⁻¹. The gap is the anharmonic factor, since $4.34/1.245\approx3.49$. Multiplying the full rate by four would give 17.4 s⁻¹.

For independent sites the converted fraction obeys $d\theta/dt=W(1-\theta)$, so $\theta=1-e^{-Wt}$. Conversion of 95 % needs $t=\ln20/W=0.69$ s. The double-counted rate suggests 0.17 s. On independent sites a pulse of that length converts only

$$1-e^{-(\ln20)/4}=1-20^{-1/4}=0.527,$$

or 53 % of the sites. This fraction does not depend on the chosen barrier or pressure.

If the authors instead adjust the barrier to match a known rate at one temperature, the error hides in it. The condition $4e^{-E'/kT}=e^{-E/kT}$ gives $E'=E+kT\ln4$, a shift of 0.0685 eV. At another temperature $T_2$, with other factors treated correctly, the predicted rate is then wrong by $4^{\,1-T/T_2}$.

**How far the model can be trusted.** Titanium tetrachloride on hydroxylated oxides near 300 °C is a real deposition chemistry. The site energies here are not computed for a particular oxide. The model's reaction probability per collision, for 3 sites per nm², is $1.2\times10^{-4}$, so on a flat surface the collision rate is not limiting. It depends strongly on the assumed barrier: raising $E$ by $kT\ln10\approx0.11$ eV would lower it tenfold.

Real surfaces break the assumption of independent sites. With a rough chlorine radius of 0.18 nm, an attached $\mathrm{MCl_3}$ group covers about $\pi(0.207+0.18)^2=0.47$ nm², where 0.207 nm is the lateral reach of its bonds. That area holds 1.4 sites on average. If the footprints are discs that cannot overlap, even their densest packing covers only 91 % of the plane. At most about $0.907/1.415=64$ % of the sites can then react. Discrete sites and random arrival leave far fewer: at this density the discs exclude nearest neighbours on a square or triangular lattice, where random filling stops near 36 % and 23 %. Both the 95 % and the 53 % above must be read as ideal-site figures. With such blocking the short pulse already reaches roughly 70 to 85 % of the lower saturation. Molecular precursor blocks little: a well of 0.6 eV and a desorption prefactor of $10^{13}$ s⁻¹ give $7\times10^{-4}$ molecules per site.

Two omitted effects change the rate constant by more than the precursor blocking does. A proton-transfer saddle with imaginary frequency $1000i$ cm⁻¹ has a Wigner tunnelling factor of 1.26 (the leading term; the full parabolic-barrier expression gives 1.32). Softening of the leaving bond from 400 to 250 cm⁻¹ contributes 1.64, including zero-point energy. Together with the anharmonic factor they would raise the harmonic rate by $1.245\times1.263\times1.641\approx2.6$, which is comparable to the spurious four. Rough agreement with a measured rate would therefore not justify that factor.

These numbers are not a full correction. In (1) the height of the molecule is the reaction coordinate. At a proton-transfer saddle the height is instead a bound vibration, and the O-H stretch is lost. With a stiffness of 5 N/m the first change alone multiplies the rate by about 19, and the second alters the zero-point energy in the barrier. The absolute rate above is therefore an illustration, not a prediction for a real oxide. The count of orientations does not depend on this choice.

**Requested revision.** The authors should delete the multiplication by four and recompute the rate, the pulse length and any fitted barrier. They should also state whether the $\mathrm{MCl_3}$ part of the saddle is locked or turns freely, since that decides between 12 and 4. If its rotation is hindered at the process temperature, neither limit is safe, and the orientation integral in (1) should be evaluated directly.
